# How exchange shapes the long-range decay of atomic Hartree-Fock orbitals

**Question: does each Hartree-Fock orbital of an atom decay with its own orbital energy?**

Far from an atom the potential goes to zero, so a bound solution of a one-electron equation with eigenvalue $\varepsilon_i$ should fall off as $e^{-\sqrt{-2\varepsilon_i}\,r}$. Every canonical Hartree-Fock orbital obeys $\hat F\phi_i=\varepsilon_i\phi_i$, so I expected the neon 1s orbital ($\varepsilon\approx-33$ hartree) to die out much faster than the 2p orbital ($\varepsilon\approx-0.85$ hartree). I was told that this is false, except for atoms like beryllium. Where does my argument break, what is the correct tail, and why would beryllium differ?

**Answer**

The argument is right for a local potential. It breaks because exchange puts the other orbitals into the equation for $\phi_i$ as source terms, and a source that decays slowly forces a solution that decays slowly. Hartree atomic units are used throughout.

### The local case

Write an orbital as $\phi=\frac{P(r)}{r}Y_{lm}$ and let it obey $-\tfrac12P''+U P=\varepsilon P$ with $U=-q/r+O(r^{-2})$. Try $P=r^{\beta}e^{-\kappa r}$. Then $P'/P=-\kappa+\beta/r$, and

$$\frac{P''}{P}=\left(\frac{P'}{P}\right)^2+\left(\frac{P'}{P}\right)'=\kappa^2-\frac{2\kappa\beta}{r}+\frac{\beta(\beta-1)}{r^2}.$$

The equation demands $P''/P=-2\varepsilon-2q/r+O(r^{-2})$. Orders $r^0$ and $r^{-1}$ give $\kappa=\sqrt{-2\varepsilon}$ and $\beta=q/\kappa$. This is your expectation, and it holds for any scheme in which each orbital sees a multiplicative potential of this form, vanishing at infinity.

### The radial Hartree-Fock equation

Take a nonrelativistic neutral or positive atom with nuclear charge $Z$ and $N$ electrons, in which every occupied subshell is full within its spin channel. This covers closed-shell restricted HF and spherical unrestricted HF such as the quartet ground state of nitrogen. The orbitals are canonical, $\phi_{im}=\frac{P_i}{r}Y_{l_im}$ with real $P_i$, positive near the nucleus. The density is spherical, so the Hartree potential $J(r)$ is too. Exchange acting on $\phi_{im}$ is

$$\hat K\phi_{im}(\mathbf r)=\sum_{j,m'}\phi_{jm'}(\mathbf r)\int\frac{\phi^*_{jm'}(\mathbf r')\,\phi_{im}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',$$

with $j$ running over shells of the same spin only. Let $\mathcal P_k$ be the Legendre polynomials and $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$. Four facts reduce this.

1. $1/|\mathbf r-\mathbf r'|=\sum_k \frac{r_<^k}{r_>^{k+1}}\mathcal P_k(\cos\gamma)$.
2. The addition theorem sums the full subshell: $\sum_{m'}Y_{l_jm'}(\hat r)Y^*_{l_jm'}(\hat r')=\frac{2l_j+1}{4\pi}\mathcal P_{l_j}(\cos\gamma)$.
3. Since $\int_{-1}^1\mathcal P_L^2dx=2/(2L+1)$, a product expands as $\mathcal P_{l_j}\mathcal P_k=\sum_L(2L+1)\,g_{Lkl_j}\mathcal P_L$ with $g_{Lkl}=\tfrac12\int_{-1}^1\mathcal P_L\mathcal P_k\mathcal P_l\,dx$.
4. The addition theorem and orthonormality give $\int\mathcal P_L(\cos\gamma)Y_{l_im}(\hat r')\,d\Omega'=\frac{4\pi}{2L+1}\delta_{Ll_i}Y_{l_im}(\hat r)$.

The angular factor is therefore $\frac{2l_j+1}{4\pi}(2l_i+1)g_{l_ikl_j}\frac{4\pi}{2l_i+1}=(2l_j+1)g_{l_ikl_j}$. Since exchange enters the Fock operator as $-\hat K$, moving it to the right gives

$$\left[-\tfrac12\frac{d^2}{dr^2}+\frac{l_i(l_i+1)}{2r^2}-\frac Zr+J-\varepsilon_i\right]P_i=\sum_{j,k}c^k_{ij}V^k_{ij}P_j, \tag{1}$$

$$c^k_{ij}=(2l_j+1)\,g_{l_ikl_j},\qquad V^k_{ij}(r)=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}P_i(s)P_j(s)\,ds .$$

The coefficient vanishes if $l_i+k+l_j$ is odd (odd integrand) or if one index exceeds the sum of the other two ($\mathcal P_L$ is orthogonal to polynomials of lower degree). The values needed are, with $i$ written first:

- $c^0_{ll}=(2l+1)\cdot\tfrac12\cdot\frac{2}{2l+1}=1$,
- $c^1_{sp}=3\cdot\tfrac12\int x^2dx=1$ and $c^1_{ps}=\tfrac12\int x^2dx=\tfrac13$,
- $c^2_{pp}=3\cdot\tfrac12\int x^2\,\tfrac{3x^2-1}{2}dx=3\cdot\tfrac12\cdot\tfrac4{15}=\tfrac25$.

### The exchange potentials far out

Split the integral at $s=r$, then add and subtract the part of the first integral beyond $r$:

$$V^k_{ij}=\frac{M^k_{ij}}{r^{k+1}}-\int_r^\infty P_iP_j\left(\frac{s^k}{r^{k+1}}-\frac{r^k}{s^{k+1}}\right)ds,\qquad M^k_{ij}=\int_0^\infty P_i\,s^kP_j\,ds. \tag{2}$$

The second term involves only the tail of $P_iP_j$ and is exponentially small. The same split gives $J=N/r$ up to such terms. Three cases arise.

For $j=i$, $k=0$: $M=1$ and $c=1$, so the term is $P_i/r$. Moved to the left it turns $-Z/r+N/r$ into $-q/r$ with $q=Z-N+1$, the same for all orbitals.

For $j\ne i$, $k=0$: this requires $l_i=l_j$, and then orthogonality makes $M^0_{ij}=0$. Only the small term survives. Suppose $P_iP_j\propto s^be^{-\lambda s}$ in the tail and put $s=r+t$, so that $1/r-1/s=t/[r(r+t)]$:

$$V^0_{ij}=-\frac{P_iP_j(r)}{r^2}\int_0^\infty t\left(1+\frac tr\right)^{b-1}e^{-\lambda t}dt=-\frac{P_iP_j(r)}{\lambda^2r^2}\left[1+\frac{2(b-1)}{\lambda r}+\dots\right], \tag{3}$$

from $(1+t/r)^{b-1}\approx1+(b-1)t/r$, $\int te^{-\lambda t}dt=\lambda^{-2}$ and $\int t^2e^{-\lambda t}dt=2\lambda^{-3}$. The term $V^0_{ij}P_j$ is of order $P_j^2P_i$, exponentially smaller than $P_i$ itself.

For $j\neq i$, $k\ge1$: nothing forces $M^k_{ij}$ to vanish, and the term is $c^k_{ij}M^k_{ij}P_j/r^{k+1}$. The potential does go to zero, as you say, but it multiplies $P_j$ and not $P_i$. If $P_i$ decayed as $e^{-\kappa_ir}$ with $\kappa_i=\sqrt{-2\varepsilon_i}$ and $P_j$ decayed more slowly, the right side of (1) would outgrow the left exponentially. That is the flaw in the argument.

### The driven tail

Let H be the highest shell of the spin channel, the only shell at that energy, with $\kappa=\kappa_H$, $\beta=q/\kappa$ and $\Delta_i=\varepsilon_H-\varepsilon_i>0$. At self-consistency the $V^k_{ij}$ are fixed functions, and (1) is a linear system whose off-diagonal terms vanish at least as $r^{-2}$. Its decaying solutions then have the rates $\kappa_j$, and the slowest, with rate $\kappa$, dominates if its amplitude is nonzero, which I assume. Put $P_i=f_iP_H$ and anticipate $f_i=O(r^{-2})$. The feedback on H is then $V^k_{Hi}f_i=O(r^{-4})$, and the self-exchange of H with $k=2$ is $O(r^{-3})$, so

$$-\tfrac12P_H''=\left[\varepsilon_H+\frac qr-\frac{l_H(l_H+1)}{2r^2}+O(r^{-3})\right]P_H .$$

H behaves as in the local case. With $u=P_H'/P_H=-\kappa+\beta/r+\eta/r^2$, the equation reads $u'+u^2=\kappa^2-2q/r+l_H(l_H+1)/r^2$, whose $r^{-2}$ order is $-\beta+\beta^2-2\kappa\eta=l_H(l_H+1)$, so

$$\eta=\frac{\beta(\beta-1)-l_H(l_H+1)}{2\kappa}. \tag{4}$$

Now use $-\tfrac12(fP_H)''=-\tfrac12f''P_H-f'P_H'-\tfrac12fP_H''$ in (1) and divide by $P_H$. The $+q/r$ from $P_H''$ cancels the $-q/r$ of orbital $i$, the energies combine to $\Delta_i$, and $-f'u=\kappa f'-\beta f'/r-\eta f'/r^2$:

$$\Delta_if_i+\kappa f_i'-\frac{\beta}{r}f_i'-\tfrac12f_i''+\frac{\delta_i}{r^2}f_i=\sum_{j\ne i,\,k\ge1}\frac{c^k_{ij}M^k_{ij}}{r^{k+1}}f_j, \tag{5}$$

with $\delta_i=\tfrac12[l_i(l_i+1)-l_H(l_H+1)]$ and $f_H=1$. The dropped terms are $\eta f'/r^2$ and the $k\ge2$ self-exchange of $i$ and of H, each $r^{-3}$ times the size of $f$.

Insert $f_i=\sum_nA_{i,n}r^{-n}$. A term $A r^{-m}$ gives $\kappa f'=-m\kappa Ar^{-m-1}$, $-\beta f'/r=+m\beta Ar^{-m-2}$ and $-\tfrac12f''=-\tfrac12m(m+1)Ar^{-m-2}$. Collecting $r^{-n}$, with $m=n-1$ in the first and $m=n-2$ in the others,

$$\Delta_iA_{i,n}=\sum_{j\neq i,\,k\geq1}c^k_{ij}M^k_{ij}A_{j,n-k-1}+(n-1)\kappa A_{i,n-1}-\Big[(n-2)\beta-\tfrac12(n-2)(n-1)+\delta_i\Big]A_{i,n-2}. \tag{6}$$

If $n_i$ is the leading power of $f_i$, the dropped terms first enter at $n_i+3$. The sources need $A_{j,m}$ for $m\le n_i+2-k-1$, and $n_i\le n_j+k+1$ when the contributions do not cancel, so $m\le n_j+2$. Hence (6) is exact for three orders:

$$P_i=\frac{A_i}{r^{n_i}}\left(1+\frac{a_1}{r}+\frac{a_2}{r^2}+O(r^{-3})\right)P_H,\qquad P_H\sim r^\beta e^{-\kappa r}. \tag{7}$$

For a single direct coupling to H, $n=k+1$, $A=cM/\Delta$ and $a_1=n\kappa/\Delta$. The homogeneous solution $e^{-\kappa_ir}$ is still present, but it is smaller by $e^{-(\kappa_i-\kappa)r}$, beyond all orders in $1/r$. The form (7) needs $r\gg n\kappa/\Delta$, so it sets in late for shells close to H, and as $\Delta\to0$ it recedes to infinity. This condition is necessary but not sufficient: the homogeneous solution and the exponentially small terms of (2) must also have died out, and chains of links can enlarge $a_1$. For neon 1s $n\kappa/\Delta$ is only $0.08$ bohr, yet the three-term driven form supplies only about a third of $P_{1s}$ at 1.0 bohr and comes within 10% of it only near 1.6 bohr.

The meaning of $A=cM/\Delta$ is that of first-order perturbation theory in the frozen-orbital picture. $P_i(r)$ is the amplitude for finding an electron at $r$ with a hole left in shell $i$. The distant electron exerts a multipole field $r^{-k-1}$ on the ion, which mixes the state with a hole in H and the state with a hole in $i$, separated by $\Delta_i$. The electron escapes through the cheapest channel, H, and the other channels ride on it.

### Which power

In (6) each link from shell $j$ to shell $i$ costs $r^{-(k+1)}$, with $k\ge1$ and $k\ge|l_i-l_j|$. The power $n_i$ is the cheapest chain of links from H to $i$, provided the products $cM$ along it are nonzero and do not cancel.

- $l_i\ne l_H$: the direct link costs $|l_i-l_H|+1$. A chain of $p$ links has $\sum k\ge|l_i-l_H|$ and costs at least $|l_i-l_H|+p$. So $n_i=|l_i-l_H|+1$.
- $l_i=l_H\ge1$: parity excludes $k=1$, so the direct link has $k=2$ and costs 3, while two links cost at least 4. So $n_i=3$.
- $l_i=l_H=0$: the triangle rule allows only $k=0$ between s shells, so there is no direct link. A chain must leave H to a shell with $l\ge1$ and arrive at $i$ from one, each step costing that $l$ plus 1. So $n_i=2(l+1)$ with $l$ the smallest nonzero occupied value, which gives 4 in magnesium.

### The exception

If the spin channel holds only s shells, no link exists and the right side of (5) is empty. Directly from (1): suppose $P_i\sim e^{-\mu r}$ up to a power. The left side tends to $\tfrac12(\kappa_i^2-\mu^2)P_i$, since $-\varepsilon_i=\kappa_i^2/2$, while by (3) the right side is exponentially smaller than $P_i$. Hence $\mu=\kappa_i$, and the local result $P_i\sim r^{q/\kappa_i}e^{-\kappa_ir}$ holds. This is beryllium.

Exchange acts within one spin, so the exception belongs to a spin channel and not to an atom. In unrestricted nitrogen the $\alpha$ channel is 1s, 2s, 2p and is driven, while the $\beta$ channel is 1s, 2s and is not. "HOMO" likewise means the top of the channel. An s-type HOMO is no exception by itself, as magnesium shows.

### Numbers: neon at the Hartree-Fock limit

Equation (1) was solved self-consistently on a finite-element Gauss-Lobatto grid of 351 points in a box of 44 bohr, with $V^k_{ij}$ from the radial Poisson equation. Diagonalization fixes an orbital only to an absolute precision, which is useless for values near $10^{-25}$. The tails beyond 3 bohr were therefore solved again as coupled banded linear equations, with the converged potentials and energies held fixed and the values inside 3 bohr as boundary data. A "measured" exponent is $[\ln|P(r_1)/P(r_2)|+p\ln(r_2/r_1)]/(r_2-r_1)$, which returns $\kappa$ for $P=r^pe^{-\kappa r}$; a "raw" rate has $p=0$.

For neon $E=-128.5471$, $\varepsilon_{1s}=-32.77244$, $\varepsilon_{2s}=-1.93039$ and $\varepsilon_{2p}=-0.85041$ hartree ($-23.14$ eV). The own exponents are $8.0960$, $1.9649$ and $\kappa=1.3042$ bohr$^{-1}$, and $\beta=1/1.3042=0.7668$. Both s shells couple to 2p with $k=1$, $c=1$, $n=2$, $\delta=-1$. At $n=3$ and $n=4$ the source sum in (6) is empty, because 2p is the only p shell and $A_{H,1}=A_{H,2}=0$. Thus $a_1=2\kappa/\Delta$ and $a_2=[3\kappa a_1-(2\beta-3-1)]/\Delta$ with $-(2\beta-4)=2.466$.

For 2s, quadrature gives $M^1=-0.90291$ bohr, and $\Delta=1.07998$:

$$A=\frac{-0.90291}{1.07998}=-0.8360,\quad a_1=\frac{2.6084}{1.07998}=2.415,\quad a_2=\frac{9.449+2.466}{1.07998}=11.03 .$$

At $r=36$ the leading term is $-0.8360/1296=-6.451\times10^{-4}$ and the bracket is $1+0.0671+0.0085=1.0756$, so (7) gives $-6.939\times10^{-4}$. The numerical ratio $P_{2s}/P_{2p}$ is $-6.950\times10^{-4}$. It exceeds the one-term value by 7.7% of that value and the three-term value by 0.17%. At 18 bohr the three-term error is 2.3%, so doubling $r$ reduces it by a factor near 14 rather than the 8 of a pure $r^{-3}$ remainder. My conjecture is that higher orders and the homogeneous piece still contribute at 18 bohr, since the coefficients of (6) grow factorially. At large $n$, with $A_n/A_{n-1}\approx\rho n$, the last two terms of (6) give $\Delta\rho^2=\kappa\rho+\tfrac12$, so $\rho=(\kappa+\kappa_i)/(2\Delta)=1/(\kappa_i-\kappa)$, which is $1.51$ bohr for 2s.

For 1s, $M^1=0.08803$ bohr and $\Delta=31.92203$:

$$A=2.7577\times10^{-3},\quad a_1=\frac{2.6084}{31.922}=0.0817,\quad a_2=\frac{0.320+2.466}{31.922}=0.087 .$$

At $r=36$, $2.7577\times10^{-3}/1296=2.1279\times10^{-6}$ times $1.0023$ is $2.1328\times10^{-6}$, and the numerical ratio is $2.1328\times10^{-6}$. In absolute terms $|P_{2p}|=1.24\times10^{-19}$ and $|P_{1s}|=2.65\times10^{-25}$ bohr$^{-1/2}$, whereas the own exponential would be $e^{-8.096\times36}\approx10^{-127}$.

The measured exponents on $[34,36]$, with $p=\beta-n$, are $1.3049$, $1.3073$ and $1.3048$ for 1s, 2s and 2p. The small excess over $\kappa=\sqrt{1.70082}=1.30415$ follows from (4) and (7). The logarithmic derivative contains $(\eta-a_1)/r^2$, whose average over the window is $(\eta-a_1)/(r_1r_2)$ with $r_1r_2=1224$. With $\eta=(-0.179-2)/2.608=-0.835$, this predicts $1.3048$ for 2p, $1.3049$ for 1s and $1.3068$ for 2s. For 2s, $\ln(1+a_1/r+a_2/r^2)$ has the further term $(a_2-a_1^2/2)/r^2$, which adds $(2a_2-a_1^2)/35^3=0.0004$ and gives $1.3072$.

Repeating the tail solution with all $j\neq i$ exchange terms removed, and nothing else changed, gives a 2s exponent of $1.9651$ on $[18,20]$ with $p=q/\kappa_{2s}$, which is the own value $1.9649$. The off-diagonal exchange is the cause.

The raw decay rate of the 1s orbital shows where the change happens:

| window (bohr) | raw rate (1/bohr) |
|---|---|
| 0.2–0.4 | 5.90 |
| 0.7–1.1 | 6.59 |
| 1.6–2.2 | 2.26 |
| 3–4 | 1.72 |
| 34–36 | 1.340 |

None of these windows reaches $8.096$. In the WKB approximation the homogeneous solution has the local rate $\sqrt{2(U-\varepsilon)}$, which is well below $\kappa_{1s}$ in the first window, where the attraction $U$ is still strong. That window begins at the classical turning point, near 0.21 bohr, so WKB is only qualitative there and averages $4.7$. Integrating the 1s equation without the off-diagonal exchange gives $5.99$, close to the $5.90$ found. On $[0.7,1.1]$ this local rate already averages $7.8$, so most of the drop to $6.59$ comes from the off-diagonal exchange, and farther out the driven term has taken over. The driven form predicts the raw rate $\kappa+(2-\beta)\ln(r_2/r_1)/(r_2-r_1)+(a_1-\eta)/(r_1r_2)$. On $[3,4]$ this is $1.304+0.355+0.076=1.735$ against $1.723$, and on $[34,36]$ it is $1.3042+0.0352+0.0007=1.340$. The part of the 1s norm beyond 2.2 bohr is $6.7\times10^{-9}$, so the tail is a statement about the shape of the function at long range and the compact picture of a core shell stands.

### Other atoms

The same method gives the following, in bohr$^{-1}$ on $[34,36]$ unless noted. The measured power is $-\Delta\ln|f|/\Delta\ln r$ between 30 and 36 bohr, and the error is that of the numerical $f(36)$ relative to the three-term value.

| orbital | own $\kappa_i$ | measured | $n$ (measured) | error |
|---|---|---|---|---|
| Be 1s, on [6,8] | 3.0766 | 3.0773 | own | |
| Be 2s | 0.7865 | 0.7863 | H | |
| N 1s$\alpha$ | 5.5983 | 1.0695 | 2 (2.00) | $3\times10^{-6}$ |
| N 2s$\alpha$ | 1.5251 | 1.0736 | 2 (2.17) | $6\times10^{-3}$ |
| N 2p$\alpha$ | 1.0686 | 1.0693 | H | |
| N 1s$\beta$, on [4,5] | 5.5823 | 5.5829 | own | |
| N 2s$\beta$ | 1.2048 | 1.2049 | H | |
| Mg 1s | 9.9027 | 0.7117 | 4 (4.02) | $1\times10^{-5}$ |
| Mg 2s | 2.7451 | 0.7124 | 4 (4.05) | $2\times10^{-4}$ |
| Mg 2p | 2.1365 | 0.7117 | 2 (2.02) | $1\times10^{-5}$ |
| Mg 3s | 0.7114 | 0.7111 | H | |
| Ar 1s | 15.4020 | 1.0880 | 2 (2.00) | $-4\times10^{-7}$ |
| Ar 2s | 4.9643 | 1.0881 | 2 (2.01) | $5\times10^{-6}$ |
| Ar 2p | 4.3753 | 1.0898 | 3 (3.07) | $8\times10^{-4}$ |
| Ar 3s | 1.5983 | 1.0915 | 2 (2.14) | $4\times10^{-3}$ |
| Ar 3p | 1.0872 | 1.0880 | H | |

The two undriven 1s orbitals use $p=q/\kappa_i$ and nearer windows, because rounding error in the vanishing moment $M^0$ would act as a spurious source farther out. The two 1s orbitals of nitrogen have nearly equal energies, $-15.67$ and $-15.58$, yet exponents of $1.07$ and $5.58$. For beryllium, $V^0_{1s,2s}(5)=2.121\times10^{-9}$ hartree. Equation (3) with $\lambda=3.0766+0.7865=3.863$, $b=0.325+1.271=1.596$, bracket $1+1.193/19.32=1.062$ and the computed $P_{1s}P_{2s}(5)$ gives $2.116\times10^{-9}$.

Magnesium shows the two-step chain. For 2p, $\Delta=2.28223-0.25305=2.02918$ and $a_1=2(0.7114)/2.02918=0.701$. For 1s, (6) gives $\Delta A_4=cM\,A_{2p,2}$ and $\Delta A_5=cM\,A_{2p,3}+4\kappa A_4$; dividing, $a_1=a_1^{(2p)}+4\kappa/\Delta=0.701+2.846/48.78=0.76$. In argon 2p the direct $k=2$ link alone gives $a_1=3(1.0872)/8.980=0.363$, while the full recursion gives $1.878$; the remaining $1.515$ comes from the $r^{-4}$ chains through the s shells.

### Nodes, and limits of the statement

By (7) the sign of the tail is that of $A_iP_H$. For neon 1s, $A>0$ and $P_{2p}>0$, so the number of nodes is even, and the calculation finds none. For argon 1s, $A=+1.23\times10^{-4}$ while the outer lobe of $P_{3p}$ is negative, so $P_{1s}$ must change sign an odd number of times. It has one node, at 1.09 bohr. Node counting theorems for the radial equation assume a local potential and do not apply to (1).

The statement concerns canonical orbitals. A unitary mixing of the occupied orbitals leaves the determinant unchanged, and any mixed orbital with a component of H inherits the exponent $\kappa$ trivially, even in beryllium. The density of a channel decays as $P_H^2$ in either case, because the driven shells add only $f_i^2=O(r^{-4})$ in relative terms. A finite Gaussian basis shows these tails only over a limited range, since its functions end as $e^{-\alpha r^2}$. For neon, an even-tempered 27s18p set follows the driven 1s form to about 10% between 1.6 and 4 bohr and fails from about 5 bohr outward. Partly filled subshells, restricted open-shell schemes with their coupling between spins, and molecules fall outside the derivation. For a molecule the same expansion gives a source $(\mathbf d_{ji}\cdot\hat r)\,\phi_j/r^2$ with the transition dipole $\mathbf d_{ji}$, so the mechanism carries over, but the powers must be worked out from the symmetry of the case.
